**Energy tail of a coherent lithography kernel**

For a uniform circular pupil, the energy fraction outside a large radius R is ε ≈ λ/(π² NA R), where λ is the wavelength, NA the numerical aperture, and energy the integral of the squared kernel over the wafer plane. The program builds the kernel from the pupil integral and asserts that its energy and clear-field amplitude agree with the Bessel-function formulas. It also asserts the leading tail, its first oscillating correction and the inverse scaling of R with ε. For 193 nm, NA 1.35 and one percent outside, the output gives 1448.5 nm from the estimate and 1456.7 nm from the closed scalar formula. Vector kernels with power-conserving pupil weights and rough refractive indices give about 2.7 micrometres in water and 1.9 micrometres in resist, and the program asserts that a rule based on the pupil-edge weight reproduces these radii within 3 percent. A defocus of 50 nm changes the scalar outside energy only from 1.001 to 1.009 percent. Partial coherence, stray light, interface reflections and resist absorption are not included.

## Numerical check

```python
# Result under test: a coherent scalar kernel of a uniform circular pupil has
# the energy fraction eps = wavelength / (pi^2 * NA * R) outside a large radius R.
# Energy is the integral of |h|^2 over the wafer plane; a = NA / wavelength is
# the pupil cutoff; v = 2*pi*a*R is the dimensionless radius.
# High-NA checks use pupil radius rho (0 to 1), obliquity weighting from power
# conservation, and the azimuthal parts of a linearly polarized vector field.
import numpy as np
from scipy.special import j0, j1, jv
from scipy.optimize import brentq

wavelength = 193.0       # nm
NA = 1.35
eps = 0.01
reduction = 4.0
n_water = 1.44          # rough typical value
n_resist = 1.70         # rough typical value
defocus = 50.0          # nm, rough typical value
a = NA / wavelength


def gauss(lo, hi, count):
    x, w = np.polynomial.legendre.leggauss(count)
    return 0.5 * (hi - lo) * x + 0.5 * (hi + lo), 0.5 * (hi - lo) * w


def kernel_from_pupil(r):
    """Fourier integral of the disc, summed over strips of spatial frequency."""
    t, w = gauss(-np.pi / 2, np.pi / 2, 240)
    phase = 2 * np.pi * a * np.outer(np.atleast_1d(r), np.sin(t))
    return np.cos(phase) @ (w * 2 * a**2 * np.cos(t)**2)


def exact_outside(v):
    return j0(v)**2 + j1(v)**2


# Kernel formula against the pupil integral.
r_test = np.array([20.0, 87.0, 310.0, 900.0, 1450.0])
h_formula = a * j1(2 * np.pi * a * r_test) / r_test
peak = np.pi * a**2
assert np.max(abs(kernel_from_pupil(r_test) - h_formula)) < 1e-10 * peak

# Asymptotic estimate and exact radius.
R_est = wavelength / (np.pi**2 * NA * eps)
v_est = 2 * np.pi * a * R_est
v_exact = brentq(lambda v: exact_outside(v) - eps, 5, 500)
R_exact = v_exact / (2 * np.pi * a)
assert abs(R_est / R_exact - 1) < 0.01

# Energy and clear-field amplitude by direct integration of the pupil kernel.
for R in (150.0, 600.0, R_est):
    r, w = gauss(0, R, 500)
    h = kernel_from_pupil(r)
    v = 2 * np.pi * a * R
    outside = 1 - np.sum(w * 2 * np.pi * r * h**2) / (np.pi * a**2)
    assert abs(outside - exact_outside(v)) < 1e-9
    clear_amplitude = np.sum(w * 2 * np.pi * r * h)
    assert abs(clear_amplitude - (1 - j0(v))) < 1e-9
outside_at_est = outside
assert abs(1 - clear_amplitude) <= np.sqrt(outside_at_est) + 1e-9

# Leading tail and its first oscillating correction.
v = np.linspace(20, 700, 20001)
scaled = exact_outside(v) * np.pi * v / 2
assert np.max(abs(scaled - 1) * v) < 0.52
assert np.max(abs(scaled - 1 + np.cos(2 * v) / (2 * v)) * v**2) < 0.30

# Inverse scaling of the radius with the energy left outside.
v_small = brentq(lambda x: exact_outside(x) - eps / 10, 50, 5000)
R_small = v_small / (2 * np.pi * a)
assert abs(R_small / R_exact - 10) < 0.1

# General pupil: each part is (Bessel order, amplitude on the rho nodes).
rho, w_rho = gauss(0, 1, 240)


def outside_general(V, parts):
    x, w = gauss(0, V, 500)
    arg = np.outer(x, rho)
    inside = total = 0.0
    for order, amplitude in parts:
        field = jv(order, arg) @ (w_rho * rho * amplitude)
        inside += np.sum(w * x * abs(field)**2)
        total += np.sum(w_rho * rho * abs(amplitude)**2)
    return 1 - inside / total


def obliquity(p, index):
    cos_mask = np.sqrt(1 - (NA * p / reduction)**2)
    cos_image = np.sqrt(1 - (NA * p / index)**2)
    return cos_mask / cos_image


assert abs(outside_general(v_est, [(0, np.ones_like(rho))])
           - exact_outside(v_est)) < 1e-8

high_na = {}
for name, index in (("water", n_water), ("resist", n_resist)):
    weight = obliquity(rho, index)
    s = NA * rho / index
    c = np.sqrt(1 - s**2)
    P = np.sqrt(weight)
    vector = [(0, P * (1 + c) / 2), (1, P * s / np.sqrt(2)),
              (2, P * (1 - c) / 2)]
    edge = obliquity(1.0, index)
    mean = np.sum(w_rho * 2 * rho * weight)
    ratio = edge / mean
    v_vec = brentq(lambda x: outside_general(x, vector) - eps,
                   30, 200, xtol=1e-3)
    R_vec = v_vec / (2 * np.pi * a)
    assert abs(R_vec / (ratio * R_est) - 1) < 0.03
    # The scalar kernel with the same weighting must have the same tail.
    scalar_tail = outside_general(v_vec, [(0, P)])
    assert abs(scalar_tail / eps - 1) < 0.03
    tail_at_est = outside_general(v_est, vector)
    high_na[name] = (edge, mean, ratio, ratio * R_est, R_vec, tail_at_est)

# Defocus: phase only, uniform scalar pupil, propagation in water.
phase = 2 * np.pi * defocus / wavelength * np.sqrt(n_water**2 - (NA * rho)**2)
defocused_tail = outside_general(v_est, [(0, np.exp(1j * phase))])
ray_shift = defocus * NA / np.sqrt(n_water**2 - NA**2)
assert abs(defocused_tail / outside_at_est - 1) < 0.05

R_topic = 1400.0
print(f"Wavelength: {wavelength:.0f} nm; NA: {NA:.2f}")
print(f"Target energy outside: {100*eps:.1f} %")
print(f"Length wavelength/NA: {wavelength/NA:.2f} nm")
print(f"Dimensionless radius v, estimate: {v_est:.3f}")
print(f"Dimensionless radius v, exact scalar: {v_exact:.3f}")
print(f"Kernel radius, asymptotic estimate: {R_est:.1f} nm")
print(f"Kernel radius, estimate: {R_est/1000:.2f} micrometres")
print(f"Kernel radius, exact scalar: {R_exact:.1f} nm")
print(f"Relative error of estimate: {100*(R_est/R_exact-1):.3f} %")
print(f"Error scale 1/(2v): {100/(2*v_est):.2f} %")
print(f"Energy outside estimated radius: {100*outside_at_est:.4f} %")
print(f"Energy outside {R_topic:.0f} nm: "
      f"{100*exact_outside(2*np.pi*a*R_topic):.3f} %")
print(f"Radius for {100*eps/10:.1f} % outside: {R_small/1000:.2f} micrometres")
print(f"Clear-field amplitude, truncated kernel: {clear_amplitude:.4f}")
print(f"Clear-field intensity, truncated kernel: {clear_amplitude**2:.4f}")
print(f"Bound on clear-field amplitude error: {np.sqrt(eps):.3f}")
print(f"Mask-to-wafer reduction: {reduction:.0f}")
print(f"Index of water (rough): {n_water:.2f}; resist (rough): {n_resist:.2f}")
for name, values in high_na.items():
    edge, mean, ratio, R_rule, R_vec, tail = values
    print(f"{name}: edge weight {edge:.3f}, mean weight {mean:.3f}")
    print(f"{name}: edge-to-mean ratio {ratio:.3f}")
    print(f"{name}: radius from edge rule {R_rule:.0f} nm")
    print(f"{name}: radius of vector kernel {R_vec:.0f} nm")
    print(f"{name}: vector energy outside scalar radius {100*tail:.2f} %")
print(f"Defocus (rough): {defocus:.0f} nm")
print(f"Marginal-ray displacement at that defocus: {ray_shift:.0f} nm")
print(f"Scalar energy outside with defocus: {100*defocused_tail:.3f} %")
print("success")
```

Running it gives:

```
Wavelength: 193 nm; NA: 1.35
Target energy outside: 1.0 %
Length wavelength/NA: 142.96 nm
Dimensionless radius v, estimate: 63.662
Dimensionless radius v, exact scalar: 64.024
Kernel radius, asymptotic estimate: 1448.5 nm
Kernel radius, estimate: 1.45 micrometres
Kernel radius, exact scalar: 1456.7 nm
Relative error of estimate: -0.565 %
Error scale 1/(2v): 0.79 %
Energy outside estimated radius: 1.0007 %
Energy outside 1400 nm: 1.042 %
Radius for 0.1 % outside: 14.49 micrometres
Clear-field amplitude, truncated kernel: 0.9001
Clear-field intensity, truncated kernel: 0.8102
Bound on clear-field amplitude error: 0.100
Mask-to-wafer reduction: 4
Index of water (rough): 1.44; resist (rough): 1.70
water: edge weight 2.705, mean weight 1.434
water: edge-to-mean ratio 1.887
water: radius from edge rule 2733 nm
water: radius of vector kernel 2725 nm
water: vector energy outside scalar radius 1.87 %
resist: edge weight 1.549, mean weight 1.205
resist: edge-to-mean ratio 1.285
resist: radius from edge rule 1862 nm
resist: radius of vector kernel 1857 nm
resist: vector energy outside scalar radius 1.29 %
Defocus (rough): 50 nm
Marginal-ray displacement at that defocus: 135 nm
Scalar energy outside with defocus: 1.009 %
success
```
